\section*{Why nonzero asymmetry narrows 14N quadrupole resonance lines}

\section{The decision}

Anyone simulating a $^{14}$N quadrupole line must decide how to treat nearby protons. A first-order recipe multiplies the nitrogen moment in each level by the proton local field. For the model NH$_2$ group below, whose field gradient is not axial, this recipe gives no width in zero magnetic field. Using the moment of the axial case instead gives a width of about 6 kHz, 88 times the width found when proton--proton coupling is left out. The coupling has to be taken to second order, which requires nitrogen splittings large compared with both the nitrogen--proton coupling and the splittings of the protons themselves.

\section{A level without a moment}

The quadrupole Hamiltonian is even in the nuclear spin $\mathbf I$, so it commutes with time reversal $\Theta$, which is antiunitary and reverses $\mathbf I$. If the level $|k\rangle$ is nondegenerate, $\Theta|k\rangle=e^{i\phi}|k\rangle$. The phase drops out of an expectation value, and therefore
\begin{equation}
\langle k|\mathbf I|k\rangle=\langle\Theta k|\mathbf I|\Theta k\rangle
=\langle k|\Theta^{-1}\mathbf I\,\Theta|k\rangle^*
=-\langle k|\mathbf I|k\rangle=0 ,
\end{equation}
because the expectation value is real. Integer spin enters through $\Theta^2=+1$. For half-integer spin $\Theta^2=-1$, whereas a nondegenerate level would give $\Theta^2|k\rangle=e^{-i\phi}e^{i\phi}|k\rangle=|k\rangle$. Its levels are therefore degenerate, and they can carry a moment.

\section{The spin-1 model}

Energies are written as frequencies and spins are dimensionless. With coupling constant $\chi>0$ and asymmetry $0\le\eta\le1$,
\begin{equation}
H_Q=\frac{\chi}{4}\left[3I_z^2-2+\eta(I_x^2-I_y^2)\right].
\end{equation}
Use the states defined by $I_a|b\rangle=i\epsilon_{abc}|c\rangle$. Then $I_a^2|b\rangle$ is zero for $a=b$ and $|b\rangle$ otherwise, so
\begin{equation}
E_x=\frac{\chi}{4}(1-\eta),\qquad E_y=\frac{\chi}{4}(1+\eta),\qquad E_z=-\frac{\chi}{2}.
\end{equation}
The lines are $\nu_+=E_y-E_z=\chi(3+\eta)/4$, $\nu_-=E_x-E_z=\chi(3-\eta)/4$ and $\nu_0=E_y-E_x=\chi\eta/2$.

Protons $n$, with spins $\mathbf S^n$, distances $r_n$ and directions $\hat{\mathbf r}_n$, add $\sum_c I_cF_c$, where
\begin{equation}
F_c=\sum_n\mathbf a_c^n\cdot\mathbf S^n,\qquad
a^n_{cj}=d_n(\delta_{cj}-3\hat r_{n,c}\hat r_{n,j}),\qquad
d_n=\frac{\mu_0\gamma_N\gamma_H\hbar}{8\pi^2r_n^3}.
\end{equation}
A field $\mathbf B$ adds $-\sum_c\nu_cI_c$, with $\nu_c=\gamma_NB_c/2\pi$. Both terms combine into $\sum_cI_cG_c$, with $G_c=F_c-\nu_c$. The protons' own Hamiltonian $H_S$ is the same for every nitrogen level.

Write the full state as $\sum_k|k\rangle\varphi_k$, with $\varphi_k$ a proton state. Projection of $H\Psi=E\Psi$ on $|k\rangle$ gives
\begin{equation}
(E-E_k-H_S)\varphi_k=\sum_{l\ne k}\langle k|I_c|l\rangle G_c\varphi_l ,
\end{equation}
where $c$ is the axis different from $k$ and $l$, since no other component joins them. For energies near $E_k$, and with $G$ and $H_S$ small against the gaps, the other components are $\varphi_l\simeq\langle l|I_c|k\rangle G_c\varphi_k/(E_k-E_l)$. Since $|\langle k|I_c|l\rangle|^2=1$, substitution gives
\begin{equation}
H_k=E_k+H_S+V_k,\qquad V_k=\sum_{l\neq k}\frac{G_c^2}{E_k-E_l}.
\end{equation}
Explicitly,
\begin{align}
V_x&=\frac{G_y^2}{\nu_-}-\frac{G_z^2}{\nu_0},\qquad
V_y=\frac{G_x^2}{\nu_+}+\frac{G_z^2}{\nu_0},\qquad
V_z=-\frac{G_x^2}{\nu_+}-\frac{G_y^2}{\nu_-}.
\end{align}
The $\nu_+$ line is shifted by the operator
\begin{equation}
W=V_y-V_z=\frac{2G_x^2}{\nu_+}+\frac{G_y^2}{\nu_-}+\frac{G_z^2}{\nu_0}
\equiv\sum_cw_cG_c^2 .
\end{equation}
In a numerical check against exact diagonalization, halving all the small terms reduced the error of $H_k$ by a factor of 8.02, as a third-order remainder requires.

\section{Zero field: shift and width}

For one proton, $S_iS_j+S_jS_i=\delta_{ij}/2$ gives $F_c^2=|\mathbf a_c|^2/4$, a number. The line shifts but does not split. This also holds beyond second order: nitrogen plus one proton has half-integer total spin, so its six states form three doublets, one for each nitrogen level.

With several protons, cross terms survive:
\begin{equation}
W-\overline W=2\sum_{n<m}\sum_{ij}T^{nm}_{ij}S^n_iS^m_j,\qquad
T^{nm}_{ij}=\sum_cw_ca^n_{ci}a^m_{cj}.
\end{equation}
First set $H_S=0$. A transition between proton eigenstates $\alpha$ of $H_y$ and $\beta$ of $H_z$ has weight $|\langle\alpha|\beta\rangle|^2$ if the radiofrequency field acts on the nitrogen. The sum of weight times squared frequency is $\mathrm{Tr}(H_y^2-2H_yH_z+H_z^2)=\mathrm{Tr}(H_y-H_z)^2$, so the line variance is that of $W$. For unpolarized protons $\overline{S_iS_j}=\delta_{ij}/4$, and different pairs are uncorrelated. Hence
\begin{equation}
\sigma^2=4\sum_{n<m}\sum_{ij}\frac{(T^{nm}_{ij})^2}{16}
=\frac14\sum_{n<m}\sum_{ij}(T^{nm}_{ij})^2 .
\end{equation}

Take a model NH$_2$ group with $\chi=4$ MHz, $\eta=0.4$, N--H distances of 1 \AA\ and an angle of $120^\circ$. The gradient $z$ axis is normal to the plane and $x$ bisects the angle. Then $d=8.684$ kHz, and $\nu_+,\nu_-,\nu_0$ are 3400, 2600 and 800 kHz. With $\hat{\mathbf r}=(1/2,\pm\sqrt3/2,0)$, the rows are
\begin{equation}
\mathbf a_x=d(0.25,\mp1.299,0),\quad
\mathbf a_y=d(\mp1.299,-1.25,0),\quad
\mathbf a_z=d(0,0,1).
\end{equation}
The weights $w_x=2/3400$, $w_y=1/2600$ and $w_z=1/800$ kHz$^{-1}$ give
\begin{equation}
T=10^{-3}d^2\begin{pmatrix}-0.612&0.816&0\\-0.816&-0.392&0\\0&0&1.25\end{pmatrix}\ \mathrm{kHz}^{-1}.
\end{equation}
The root of the summed squares, from unrounded entries, is $1.8496\times10^{-3}d^2$, so $\sigma=\tfrac12(1.8496\times10^{-3})(8.684)^2=0.0697$ kHz, or 69.7 Hz. Exact diagonalization gives 69.8 Hz.

Proton--proton coupling, with a constant of 23.1 kHz here, far exceeds $W$. To leading order, the central line then feels only the blocks of $W$ within the eigenspaces of $H_S$. Discarding the other blocks removes positive terms from $\mathrm{Tr}(W-\overline W)^2$, so it cannot broaden this line. The blocks alone give 54.5 Hz, and the exact central width is 55.0 Hz.

\section{How much asymmetry is enough}

In this planar group $F_z=dM$, where $M=1,0,0,-1$ is the total proton projection on $z$. Leave out the distant $z$ level and, for now, the proton--proton coupling. Since $I_z|y\rangle=-i|x\rangle$, the upper pair has the matrix
\begin{equation}
\frac{\chi}{4}+\begin{pmatrix}-\nu_0/2&-idM\\ idM&\nu_0/2\end{pmatrix},
\qquad
E_\pm=\frac{\chi}{4}\pm\sqrt{\frac{\nu_0^2}{4}+d^2M^2}.
\end{equation}
At $\eta=0$ the shifts are $\pm dM$. Since $\overline{M^2}=1/2$, the rms width is $d/\sqrt2=6.14$ kHz, 88 times the $\nu_+$ width found above for $\eta=0.4$ without proton--proton coupling.

For $|M|=1$ the outward level shift is $\sqrt{\nu_0^2/4+d^2}-\nu_0/2$, which tends to $d^2/\nu_0$ when $\nu_0\gg2d$. At $\eta=0.01$, $\nu_0=20$ kHz and the shift is still 3.24 kHz; at $\eta=0.4$ it is 94 Hz. The isolated nitrogen levels have zero moment in both cases. At $\eta=0.01$, however, the proton coupling is strong enough to mix them and create one. Nonzero $\eta$ is therefore insufficient: with proton--proton coupling left out, quenching by the nitrogen gap requires $\chi\eta/2\gg2d$.

Proton--proton coupling adds a second condition. It splits the proton triplet by $\tfrac32\times23.1=34.7$ kHz. If $\nu_0$ equals this splitting, a nitrogen transition between $x$ and $y$ can be paid for by a proton transition, and $I_zF_z$ mixes the two nitrogen levels in first order. The second-order result therefore needs a gap $\nu_0$ that is large compared with the proton splitting as well as with $2d$. At $\eta=0.4$, where $\nu_0=800$ kHz, both conditions hold. The proton splitting also narrows the axial line, because $F_z$ only joins proton states 34.7 kHz apart. At $\eta=0$ the central 97\% of the intensity then has an rms width of 1.44 kHz, which falls by a factor of 3.8 when $d$ is halved; the rms of about 6 kHz is recovered only when the weak satellites are included.

\section{What a field restores}

Let $\mathbf B$ lie along $z$. For the isolated nitrogen, replace $dM$ by $-\nu_z$ in the matrix. The Hamiltonian contains $-\nu_zI_z$, so differentiating the upper energy gives
\begin{equation}
\langle I_z\rangle_y=-\frac{\partial E_+}{\partial\nu_z}
=-\frac{\nu_z}{\sqrt{\nu_z^2+\nu_0^2/4}}\simeq-\frac{2\nu_z}{\nu_0},
\end{equation}
with the opposite sign in the $x$ level. Multiplied by $F_z$, the weak-field moment reproduces the cross term $-2\nu_zF_z/\nu_0$ of $G_z^2/\nu_0$. The coupling is again linear in $d$. The term that contains only the field, $\nu_z^2/\nu_0$, shifts the line without broadening it if the field is uniform and all groups have the same orientation.

At 5 mT, $\nu_z=3.078\times5=15.39$ kHz and the moment is 0.038. The proton Larmor frequency is 213 kHz, large enough for $M$ to be nearly conserved, and twice this value is still well below $\nu_0$. The linear rms width is
\begin{equation}
\frac{2\nu_zd}{\nu_0}\frac1{\sqrt2}
=\frac{\sqrt2\,(15.39)(8.684)}{800}\ \mathrm{kHz}=236\ \mathrm{Hz}.
\end{equation}
The exact width, including the quadratic part and proton--proton coupling, is 244 Hz. Equating the linear width to 69.7 Hz places the crossover near 1.5 mT. This is an estimate: 69.7 Hz omits the proton--proton coupling, and there the proton Larmor frequency is not yet large compared with it. With that coupling the exact width reaches $\sqrt2$ times its zero-field value of 55.0 Hz at 1.27 mT. The elimination itself fails when a proton transition allowed by symmetry matches a nitrogen splitting. With $\mathbf B$ along $z$ in this planar group, a rotation by $\pi$ about $z$ lets the $x$ and $y$ levels mix only through an even change of $M$. They therefore stay unmixed when the proton Larmor frequency equals $\nu_0$ (18.8 mT), but they mix fully in a range about 0.02 mT wide near 9.4 mT, where twice that frequency matches $\nu_0$. With $\mathbf B$ along $x$ the mixing occurs instead near 18.4 mT, over about 1.5 mT.

\section{A coupling that is not quenched}

Two $^{14}$N nuclei with identical field gradients and parallel gradient axes, coupled by $\sum_{ab}D_{ab}I_aI'_b$, also have no first-order diagonal shift. But $|yz\rangle$ and $|zy\rangle$ are degenerate, and
\begin{equation}
\langle zy|\sum_{ab}D_{ab}I_aI'_b|yz\rangle
=D_{xx}\langle z|I_x|y\rangle\langle y|I'_x|z\rangle
=D_{xx}(i)(-i)=D_{xx}.
\end{equation}
The pair splits by $2|D_{xx}|$ in first order. A radiofrequency field that acts equally on both nuclei connects $|zz\rangle$ to the symmetric combination at $\nu_++D_{xx}$, and that combination to $|yy\rangle$ at $\nu_+-D_{xx}$, so the splitting appears in the line. For nuclei 3 \AA\ apart along $x$ these two components are 93 Hz apart, a separation of the same order as the quenched proton width despite the small nitrogen moment. Pairs in which the other nucleus is in $|x\rangle$ add transitions at $\nu_+\pm(D_{zz}-D_{yy})$, unshifted in this geometry, so the full line is a 1:1:1 triplet. A simulation that correctly drops first-order proton coupling must therefore still keep this exchange. Spreads in the field gradient change the energies $E_k$ directly, so the quenching does not reduce the width they cause. They lie outside the model, as do finite level lifetimes.

\section*{Computed results}
\begin{verbatim}
chi = 4.000 MHz, eta = 0.40
N-H distance = 1.00 angstrom, angle = 120 deg
14N moment (input) = 0.4038 nuclear magnetons
14N gamma/2pi = 3.0780 MHz/T
1H gamma/2pi = 42.5775 MHz/T
nu+ = 3.400 MHz
nu- = 2.600 MHz
nu0 = 0.800 MHz
N-H dipolar constant d = 8.684 kHz
H-H dipolar constant = 23.117 kHz
largest level moment, spin 1 = 2.2e-17
largest level moment, random spin 2 = 9.5e-15
doublet moment, random spin 3/2 = 1.053
second-order Hamiltonian: error ratio on halving = 8.02
one proton: exact nu+ shift = 66.62 Hz
one proton: formula nu+ shift = 66.54 Hz
one proton: largest doublet gap = 2.0e-09 Hz
eta=0 rms width, exact = 6.158 kHz
eta=0 rms width, formula = 6.140 kHz
nu+ rms width, no H-H: exact 69.83 Hz, formula 69.74 Hz
nu- rms width, no H-H: exact 101.76 Hz, formula 101.97 Hz
nu0 rms width, no H-H: exact 110.08 Hz, formula 109.66 Hz
narrowing factor of nu+ = 88.2
width ratio on halving d, eta=0: 2.003
width ratio on halving d, eta=0.4: 4.003
eta=0.000: nu0 = 0.0 kHz, z-coupling level shift = 8683.7 Hz
eta=0.001: nu0 = 2.0 kHz, z-coupling level shift = 7741.1 Hz
eta=0.010: nu0 = 20.0 kHz, z-coupling level shift = 3244.1 Hz
eta=0.100: nu0 = 200.0 kHz, z-coupling level shift = 376.3 Hz
eta=0.400: nu0 = 800.0 kHz, z-coupling level shift = 94.2 Hz
B=1 mT: induced |<Iz>| = 0.00769
B=5 mT: induced |<Iz>| = 0.03845
B=50 mT: induced |<Iz>| = 0.35909
B=500 mT: induced |<Iz>| = 0.96784
B=0 mT, with H-H: nu+ rms 55.0 Hz, linear part 0.0 Hz, intensity 0.9999
B=1 mT, with H-H: nu+ rms 68.2 Hz, linear part 47.2 Hz, intensity 0.9999
B=2 mT, with H-H: nu+ rms 107.1 Hz, linear part 94.5 Hz, intensity 0.9998
B=5 mT, with H-H: nu+ rms 244.1 Hz, linear part 236.2 Hz, intensity 0.9995
field where linear = quadratic width: 1.48 mT
N-N distance = 3.0 angstrom
N-N exchange splitting, exact = 93.00 Hz
N-N exchange splitting, 2|Dxx| = 93.00 Hz
\end{verbatim}
